\section*{Counted Ion Implantation: The Yield of Sites Holding One Ion, part 2}

A device needs one implanted ion at a chosen site. A weak beam is sent in short pulses, and a detector watches for the signal that an ion makes on impact. We ask how often the site ends with one ion, how many ions the other sites hold, and what real conditions change.

The following assumptions hold until a part changes them. The pulses are independent and alike. The number $n$ of ions in a pulse has the distribution $p_n$, which is Poisson with mean $m>0$. Each ion is detected with probability $q$, where $0<q\le1$, independently of the others; otherwise it is missed. A pulse without ions is empty, and a pulse without a signal is silent. There are no dark counts, so a pulse without any detected ion is silent. Each pulse is delivered in full, and the beam is stopped after the first pulse with a signal, before the next pulse. The number of pulses is not capped. Every ion that arrives stays in the target.

$N$ is the total number of ions at the site, including missed ones, and $K$ is the number of pulses used, including the last. The probability $P(N=1)$ is called the yield. The earlier results are
\begin{equation}
P(N=1)=\frac{qm}{e^m-1},\qquad \langle K\rangle=\frac1{1-e^{-qm}}.
\label{eq:recall}
\end{equation}
For any distribution $p_n$ of ions in a pulse, the yield is $P(N=1)=q\,p_1/(1-p_0)$.

In the example, singly charged phosphorus ions are implanted into silicon to make donor qubits, with $m=0.10$, $q=0.98$, pulses of $10\ \mu$s and a pulse period of $1$ ms. The yield is $0.932$, $\langle K\rangle=10.7$, and the mean current during a pulse is $1.6$ fA. For the example, a change of the yield is given in percentage points relative to $0.932$, with $m$ and $q$ held fixed and one effect added at a time.

\subsection*{(g) How many ions do the sites hold?}

\textit{Find the generating function $G(s)=\langle s^N\rangle$ for $0\le s\le1$. Use it to obtain the mean of $N$ and the probability of two ions.}

\textbf{Solution.} Give each ion a factor $s$. A pulse, silent or not, contributes
\begin{equation}
u(s)=\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}s^n=e^{m(s-1)} .
\end{equation}
The silent pulses contribute the part in which every ion is missed,
\begin{equation}
w(s)=\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}(1-q)^ns^n=e^{m[(1-q)s-1]} .
\end{equation}
The pulses with a signal contribute the difference $u-w$. A stop at pulse $k$ consists of $k-1$ silent pulses and one with a signal. Since the total $N$ is a sum over independent pulses, the factors multiply:
\begin{equation}
G(s)=\sum_{k=1}^{\infty}w^{k-1}(u-w)=\frac{u-w}{1-w}.
\label{eq:G}
\end{equation}
The series converges because $w(s)\le w(1)=e^{-qm}<1$. At $s=0$ both $u$ and $w$ equal $e^{-m}$, so $G(0)=P(N=0)=0$: no site is empty. At $s=1$, $u=1$ and $G(1)=1$.

The derivatives of the parts are $u'=mu$ and $w'=m(1-q)w$. The quotient rule gives
\begin{align}
G'&=\frac{(u'-w')(1-w)+(u-w)w'}{(1-w)^2}\nonumber\\
&=\frac{u'(1-w)+w'\left[-(1-w)+(u-w)\right]}{(1-w)^2}\nonumber\\
&=\frac{u'(1-w)-w'(1-u)}{(1-w)^2}\nonumber\\
&=m\,\frac{u(1-w)-(1-q)w(1-u)}{(1-w)^2}.
\label{eq:slope}
\end{align}
At $s=0$ the numerator is $q\,e^{-m}(1-e^{-m})$, and $G'(0)=qm\,e^{-m}/(1-e^{-m})$ is again the yield. At $s=1$ the term with $1-u$ vanishes, and
\begin{equation}
\langle N\rangle=G'(1)=\frac{m}{1-e^{-qm}}=m\langle K\rangle .
\end{equation}
The mean number of ions is the mean per pulse times the mean number of pulses. In the example it is $1.07$.

For two ions, write \eqref{eq:G} as $G=u-w+wG$ and compare the coefficients of $s^2$. Let $P_j=P(N=j)$. In the product $wG$, the coefficient is $w_0P_2+w_1P_1$, because $P_0=0$. Here $w_0=e^{-m}$ and $w_1=e^{-m}(1-q)m$. The coefficient of $u-w$ is $e^{-m}(m^2/2)[1-(1-q)^2]$, and $1-(1-q)^2=q(2-q)$. Thus
\begin{equation}
(1-e^{-m})P_2=e^{-m}\left[\frac{m^2}{2}q(2-q)+(1-q)mP_1\right],
\end{equation}
and multiplication by $e^m$ gives
\begin{equation}
P_2=\frac{\frac12m^2q(2-q)+(1-q)mP_1}{e^m-1}.
\end{equation}
The first term is a first non-empty pulse with two ions that gives a signal. The second is a missed single ion, after which the site gains one more. For the example $P_2=0.065$, and the remainder $1-P_1-P_2=0.003$ belongs to three or more ions. Most bad sites hold two.

\subsection*{(h) What if annealing does not activate every ion?}

\textit{After implantation the crystal is annealed. Let each implanted ion become an active donor with probability $a$, independently of the other ions and of its detection. Find the probability of one active donor at a site, and evaluate it for $a=0.95$.}

\textbf{Solution.} An implanted ion now contributes $s$ if it is active and $1$ if it is not. Its average factor is $1-a+as$, which takes the place of $s$ in $G$. The number $A$ of active donors has the generating function
\begin{equation}
\langle s^A\rangle=G(1-a+as).
\end{equation}
Its derivative at $s=0$ is the probability of one active donor. The chain rule supplies a factor $a$:
\begin{equation}
P(A=1)=a\,G'(1-a).
\end{equation}
For $a=1$ this is the yield. For $a=0.95$, equation \eqref{eq:slope} at $s=0.05$ gives $P(A=1)=0.891$, which is $4.0$ points below the yield.

The leading contributions explain the number. A site with one ion succeeds with probability $a$, and a site with two ions succeeds if one of them fails to activate, with probability $2a(1-a)$:
\begin{equation}
aP_1+2a(1-a)P_2=0.885+0.006=0.891 .
\end{equation}
In this example inactive ions rescue a few double sites, but they spoil many more single ones. With a stronger beam the balance shifts: for the same $q$ and $a$ the two effects cancel near $m=1$, and at $m=2$ incomplete activation raises the probability by $1.6$ points.

\subsection*{(i) What do dark counts change?}

\textit{Let each pulse give a false signal with probability $d$, independently of the ions. Find the probabilities of an empty site and of a site with one ion. Is the weakest beam still the best?}

\textbf{Solution.} A signal can now stop the beam at an empty site. An empty pulse is silent with probability $1-d$, and a pulse with one ion is silent with probability
\begin{equation}
h=(1-q)(1-d).
\end{equation}
Let $x=e^{-m}(1-d)$ be the probability that a pulse is both empty and silent, and define
\begin{equation}
D=e^m(1-x)=e^m-1+d .
\end{equation}
The site stays empty if any number of empty, silent pulses is followed by an empty pulse with a false signal:
\begin{equation}
P(N=0)=\frac{e^{-m}d}{1-x}=\frac dD .
\end{equation}
One ion can result in two ways. In the first, empty, silent pulses are followed by a pulse with one ion that gives a signal, real or false. This has probability $m e^{-m}(1-h)/(1-x)=m(1-h)/D$. In the second, the pulse with one ion is silent, with probability $mh/D$ by the same sum. Afterwards more empty, silent pulses may follow, until a false signal stops the beam before another ion arrives. This last stage has probability $d/D$. Adding the two ways gives
\begin{equation}
P(N=1)=\frac mD\left[1-h+\frac{hd}{D}\right].
\label{eq:dark}
\end{equation}
For $d=0$ this reduces to \eqref{eq:recall}.

At fixed $d>0$ the limit $m\to0$ has changed. Then $D\to d$, the site is almost surely empty, and the yield tends to zero. For $d\ll m\ll1$ the terms can be ordered. First, $D\simeq m(1+m/2+d/m)$, so $m/D\simeq1-m/2-d/m$. Next, $1-h\simeq q$ and $hd/D\simeq(1-q)d/m$. Keeping the terms of first order in $m$ and in $d/m$ gives
\begin{align}
P(N=1)&\simeq q-\frac{qm}{2}-\frac{qd}{m}+\frac{(1-q)d}{m}\nonumber\\
&=q-\frac{qm}{2}-\frac{(2q-1)d}{m}.
\end{align}
The derivative with respect to $m$ vanishes when $q/2=(2q-1)d/m^2$. For $q>1/2$ this is a maximum, at
\begin{equation}
m_{\text{best}}\simeq\sqrt{\frac{2d(2q-1)}{q}} .
\end{equation}
For $q<1/2$ the last term has the other sign, and this expansion has no maximum: the gain $(1-q)d/m$, from false signals that stop the beam after one missed ion, then exceeds the loss $qd/m$, from false signals at empty sites that would otherwise have ended with one ion. The full law \eqref{eq:dark} still has a maximum. For small $d$ it lies near $m=d/(1-2q)$, where higher orders in $d/m$ matter. Both estimates lose accuracy as $q$ approaches $1/2$: for $d=10^{-5}$ the true optimum differs from them by about $20\%$ at $q=0.49$ and at $q=0.51$.

With $d=10^{-5}$ and $q=0.98$ the estimate is $m_{\text{best}}=0.0044$. Numerical maximization of \eqref{eq:dark} gives the same value to two figures, with a yield of $0.976$. At $m=10^{-5}$ the yield has fallen to $0.495$, since an ion and a false signal are then about equally likely to come first. At the working value $m=0.10$ dark counts cost $0.009$ points.

\subsection*{(j) What if the beam fluctuates or leaks?}

\textit{First, let the mean of each pulse be drawn afresh from a gamma distribution with mean $m$ and relative standard deviation $v$. Then, for a steady beam, let a Poisson number of ions with mean $b$ leak through the closed shutter before each pulse, while the detector is not read. Find the yield in both cases.}

\textbf{Solution.} Call the random pulse mean $\lambda$. The gamma distribution has shape $\kappa=1/v^2$ and scale $\theta=mv^2$, so that its mean is $\kappa\theta=m$ and its variance $\kappa\theta^2=m^2v^2$. For $t\ge0$,
\begin{equation}
\langle e^{-t\lambda}\rangle=\int_0^\infty\frac{\lambda^{\kappa-1}e^{-\lambda(1/\theta+t)}}{\Gamma(\kappa)\theta^\kappa}\,d\lambda=(1+t\theta)^{-\kappa}.
\end{equation}
At $t=1$ this is $p_0$. Minus its derivative with respect to $t$, at $t=1$, is $p_1=\langle\lambda e^{-\lambda}\rangle$. With $g=1+mv^2$,
\begin{equation}
p_0=g^{-1/v^2},\qquad p_1=m\,g^{-1/v^2-1}.
\end{equation}
The general law $q\,p_1/(1-p_0)$ then gives
\begin{equation}
P(N=1)=\frac{qm}{g\left(g^{1/v^2}-1\right)} .
\end{equation}
For $v=0.30$ the yield falls by $0.40$ points. For $m\ll1$ the probability of a double pulse is close to $\langle\lambda^2\rangle/2$, and fluctuations raise it, since $\langle\lambda^2\rangle=m^2(1+v^2)$ exceeds $m^2$. This argument does not extend to a strong beam: for $m=2$ and the same $v$ and $q$, the yield rises by $0.7$ points. A slow drift is a different case: if $m$ is constant during the work on one site, \eqref{eq:recall} holds there with that site's $m$.

With leakage, a stop at pulse $k$ with one ion requires $k$ gaps without a leaked ion, $k-1$ empty pulses and one detected ion:
\begin{align}
P(N=1)&=\sum_{k=1}^{\infty}e^{-bk}e^{-m(k-1)}qm\,e^{-m}\nonumber\\
&=\frac{qm\,e^{-(m+b)}}{1-e^{-(m+b)}}=\frac{qm}{e^{m+b}-1}.
\end{align}
If the closed shutter passes a fraction $10^{-5}$ of the beam, then $b=0.10\times10^{-5}\times(990\ \mu\text{s}/10\ \mu\text{s})=9.9\times10^{-5}$. The yield falls by $0.10$ points. This counts leakage up to the stop only. A site that then waits behind the closed shutter keeps collecting ions: a wait of $0.1$ s brings $0.01$ ions on average and costs about $0.9$ points more. The site must therefore be moved away, or the beam blocked more fully, soon after the stop.

\subsection*{(k) What if the stop is late, or ions are reflected?}

\textit{Find the yield if one further pulse always arrives after the signal. Then, with a timely stop, let an arriving ion be reflected out of the target with probability $r$. Bound the change in the probability that one ion remains.}

\textbf{Solution.} Without dark counts the site holds at least one ion at the signal. It ends with one if it held one and the extra pulse is empty, so the yield is multiplied by $e^{-m}$. For $m=0.10$ this costs $8.9$ points.

For reflection, let $R$ be the number of reflected ions. The statements ``one ion arrived'' and ``one ion remains'' can differ only if $R\ge1$. Hence the change of probability is at most $P(R\ge1)\le\langle R\rangle$. Each pulse that is used reflects $rm$ ions on average. Whether a pulse is used depends on earlier pulses alone, so
\begin{equation}
\langle R\rangle=rm\sum_{k=1}^{\infty}P(K\ge k)=rm\langle K\rangle=r\langle N\rangle ,
\end{equation}
even if reflection and detection of the same ion are correlated. For $r=0.01$ the change is at most $1.07$ points in either direction.

The sign depends on that correlation. A detected single ion that is reflected leaves an empty site, which is a loss. If instead reflected ions are never detected, they do no harm, and some sites counted as double hold one ion. A Monte Carlo simulation of $400\,000$ sites for this second case, with the same $r$, gave a gain of $1.0$ point.

\subsection*{(l) How does the model compare with a real implantation?}

\textit{Set the example beside the real case, and say which neglected effect matters most.}

\textbf{Solution.} Phosphorus donors for qubits are implanted into silicon at energies of roughly $14$ keV, and an ion can be detected by the charge that it frees in the crystal. The value $q=0.98$ stands for a good detector of this kind; $m$, the pulse times and the values of $d$, $v$, $b$, $r$ and $a$ are round assumptions, not measurements. A current of $1.6$ fA during a pulse is far below that of ordinary implantation. Of the effects sized here, a stop that is one pulse late moves the yield most, by $-8.9$ points, but it is avoided if the shutter acts within the $1$ ms period. With a timely stop, and a wait behind the leaking shutter well below $0.45$ s (such a wait costs $4.1$ points), incomplete activation is the largest: real annealing need not activate every donor, and $a=0.95$ puts the fraction of sites with one active donor $4.0$ points below the yield. That fraction includes sites that also hold an inactive phosphorus atom. The model says nothing about where the ion comes to rest. Scattering in the crystal spreads its position, so a device that needs a donor at a precise place will have a lower yield than the count alone suggests.
